\section*{Why a Large Spin-Orbit Splitting Weakens One Auger Channel}

\section{A hole that needs somewhere to go}

In an infrared laser, an electron and a hole may recombine without emitting light. In one such Auger process the electron falls into an empty heavy-hole state, and the energy released moves a second heavy hole into the split-off band. That band lies below the heavy-hole band by the spin-orbit splitting $\Delta$. Adding bismuth to GaAs lowers the gap $E_g$ and raises $\Delta$, so a bismuth-rich alloy can have $\Delta>E_g$. The energy of one gap is then too small to carry a hole at rest into the split-off band.

It is tempting to conclude that energy and momentum conservation forbid the process. They do not. The carriers also have kinetic energy, and it can supply the deficit. What changes is the probability of finding carriers with enough of it.

\section{What the two conservation laws require}

Take a direct gap and isotropic parabolic bands, with positive masses $m_c$, $m_h$ and $m_s$ for the conduction, heavy-hole and split-off bands. In atomic units, with the top of the heavy-hole band as zero, the electron energies are
\begin{align}
E_c(\mathbf k)&=E_g+\frac{k^2}{2m_c}, &
E_h(\mathbf k)&=-\frac{k^2}{2m_h}, &
E_s(\mathbf k)&=-\Delta-\frac{k^2}{2m_s}.
\end{align}
All wave vectors below are those of electron states. An electron leaves $\mathbf k_c$ in the conduction band and another leaves $\mathbf k_s$ in the split-off band. They fill the two empty heavy-hole states $\mathbf k_1$ and $\mathbf k_2$. The vacancy left at $\mathbf k_s$ is the excited hole. Without phonons, and with wave vectors too small for a reciprocal lattice vector to enter,
\begin{align}
\mathbf k_c+\mathbf k_s&=\mathbf k_1+\mathbf k_2,\\
E_g+\frac{k_c^2}{2m_c}-\Delta-\frac{k_s^2}{2m_s}
&=-\frac{k_1^2+k_2^2}{2m_h}.
\end{align}
Define the initial kinetic energy and the excess splitting by
\begin{equation}
T=\frac{k_c^2}{2m_c}+\frac{k_1^2+k_2^2}{2m_h},\qquad D=\Delta-E_g .
\end{equation}
Moving the hole energies to the left and the other terms to the right gives
\begin{equation}
T=D+\frac{k_s^2}{2m_s},\qquad
\mathbf k_s=\mathbf k_1+\mathbf k_2-\mathbf k_c. \label{eq:laws}
\end{equation}

For $D>0$ these equations have simple solutions. Put the electron at rest, $\mathbf k_c=0$, and give the holes opposite wave vectors, $\mathbf k_2=-\mathbf k_1$. Then $\mathbf k_s=0$, and energy is conserved if each hole has kinetic energy $D/2$.

For numbers, take $E_g=0.70$ eV and $\Delta=0.90$ eV, so $D=0.20$ eV, with $m_c=0.06$, $m_h=0.50$ and $m_s=0.15$ free-electron masses. Each hole then needs 0.100 eV, which corresponds to a wave vector of 0.115 \AA$^{-1}$. The energy balance is $0.70-0.90=-0.100-0.100$ eV. This event obeys both laws.

\section{The threshold on either side of the crossing}

To find the least kinetic energy, treat the initial carriers as three particles with momenta $\mathbf u_i=(-\mathbf k_c,\mathbf k_1,\mathbf k_2)$ and masses $m_i=(m_c,m_h,m_h)$. Their total momentum is $\mathbf k_s$ and their total mass is $M=m_c+2m_h$. Separate the motion of the centre of mass:
\begin{equation}
T=E_K+\varepsilon,\qquad E_K=\frac{k_s^2}{2M},\qquad
\varepsilon=\sum_i\frac{m_i}{2}
\left|\frac{\mathbf u_i}{m_i}-\frac{\mathbf k_s}{M}\right|^2\ge0 .
\end{equation}
Expanding the square confirms this: its three terms sum to $T-k_s^2/M+k_s^2/(2M)=T-E_K$.

The final kinetic energy is $k_s^2/(2m_s)=(M/m_s)E_K$. With $a=M/m_s-1$, taken positive, Eq.~\eqref{eq:laws} becomes
\begin{equation}
\varepsilon=D+aE_K,\qquad T=D+(1+a)E_K. \label{eq:split}
\end{equation}
If $D\ge0$, the smallest $T$ has $E_K=0$. If $D<0$, the condition $\varepsilon\ge0$ requires $E_K\ge|D|/a$, and inserting this minimum gives $T=-|D|+(1+a)|D|/a=|D|/a$. Therefore
\begin{equation}
T_{\min}=
\begin{cases}
D, & D\ge0,\\[2pt]
\dfrac{m_s}{M-m_s}\,|D|, & D<0.
\end{cases}\label{eq:threshold}
\end{equation}

The threshold vanishes at $\Delta=E_g$ and rises on both sides. Reaching the crossing thus removes the barrier; protection comes from going well beyond it.

The role of momentum also differs on the two sides. Suppose disorder removed momentum conservation altogether. Energy conservation alone would still require $T=D+k_s^2/(2m_s)\ge D$, so for $D>0$ the threshold would not move. For $D<0$ it would fall to zero. Above the crossing the barrier is set by energy alone; below it, the barrier comes from combining the two laws.

For comparison, keep the gap and masses fixed and use an ordinary arsenide splitting, $\Delta=0.35$ eV. Then $D=-0.35$ eV. Since $M=1.06$ and $a=6.067$, the threshold is $0.35/6.067=0.058$ eV, against 0.20 eV in the first case.

\section{From a threshold to a rate}

Let the carriers follow Boltzmann statistics and let the final split-off state contain no hole beforehand. Equation~\eqref{eq:laws} factorizes the statistical weight of every allowed event:
\begin{equation}
e^{-T/kT}=e^{-D/kT}\,e^{-k_s^2/(2m_s kT)} ,
\end{equation}
where $kT$ in the exponents is the thermal energy. For $D>0$ the first factor expresses the activation barrier. It leaves the rate integral whatever the matrix element, and also for other shapes of the initial bands if $T$ denotes their actual kinetic energies. The integral that remains still depends on $D$.

In Fermi's golden rule, momentum conservation fixes $\mathbf k_s$. If the squared matrix element is constant, the rate divided by the electron density and by the square of the hole density is proportional to
\begin{equation}
J(D)=\left\langle
\delta\!\left(T-\frac{k_s^2}{2m_s}-D\right)\right\rangle
=\left\langle\delta(\varepsilon-aE_K-D)\right\rangle ,
\end{equation}
where the brackets are a thermal average over the three initial carriers.

The scaled momenta $\mathbf u_i/\sqrt{m_i}$ have nine independent Gaussian components of equal variance. Three orthonormal combinations form $\mathbf k_s/\sqrt M$, and the other six carry $\varepsilon$. In $n$ dimensions the volume at energy $E$ is proportional to $E^{n/2-1}\,dE$. Hence $y=E_K/kT$ and $x=\varepsilon/kT$ are independent, with normalized distributions
\begin{equation}
p(y)=\frac{2}{\sqrt\pi}\sqrt y\,e^{-y},\qquad
q(x)=\frac{x^2}{2}e^{-x}.
\end{equation}

Write $d=D/kT$. The delta function sets $x=d+ay$. For $d\ge0$ all $y\ge0$ contribute, so
\begin{align}
kT\,J&=\int_0^\infty p(y)\,q(d+ay)\,dy\nonumber\\
&=\frac{e^{-d}}{\sqrt\pi}\int_0^\infty
\sqrt y\,(d^2+2day+a^2y^2)\,e^{-(1+a)y}\,dy .
\end{align}
Each term follows from $\int_0^\infty y^{r-1}e^{-cy}dy=\Gamma(r)c^{-r}$ with $c=1+a=M/m_s$. The values needed are $\Gamma(3/2)=\sqrt\pi/2$, $\Gamma(5/2)=3\sqrt\pi/4$ and $\Gamma(7/2)=15\sqrt\pi/8$. The result is
\begin{equation}
kT\,J=\frac{e^{-d}}2\left[
\frac{d^2}{c^{3/2}}+\frac{3da}{c^{5/2}}
+\frac{15a^2}{4c^{7/2}}\right],\qquad d\ge0. \label{eq:above}
\end{equation}
Far above the crossing the first term dominates, giving $kTJ\simeq \tfrac12(m_s/M)^{3/2}d^2e^{-d}$. The growing factor $d^2$ partly offsets the exponential. The limit is approached slowly: for $D=0.20$ eV at 300 K the first term is only about 72 percent of $J$, and an Arrhenius plot of $J$ near that temperature has a slope of about 0.13 eV rather than $D$.

For $d<0$, positive $x$ requires $y>b$, where $b=|d|/a$. Substitute $y=b+t$, so that $x=at$:
\begin{equation}
kT\,J=\frac{a^2e^{-b}}{\sqrt\pi}
\int_0^\infty t^2\sqrt{b+t}\,e^{-ct}\,dt,\qquad d<0.\label{eq:below}
\end{equation}
The factor $e^{-b}=e^{-T_{\min}/kT}$ is the activation factor on this side.

\section{How much suppression the model gives}

At 300 K, $kT=0.02585$ eV. For $\Delta=0.90$ eV this gives $d=7.74$ and $e^{-d}=4.37\times10^{-4}$. The three terms in the bracket of Eq.~\eqref{eq:above} are 3.19, 1.06 and 0.15, so
\begin{equation}
J=\frac{4.37\times10^{-4}}{2}\,
\frac{3.19+1.06+0.15}{0.02585\ \mathrm{eV}}
=0.037\ \mathrm{eV}^{-1}.
\end{equation}

For $\Delta=0.35$ eV, $b=2.23$. The square root in Eq.~\eqref{eq:below} varies slowly, so $t$ inside it may be replaced by $3/c$, its mean under the weight $t^2e^{-ct}$. With $\int_0^\infty t^2e^{-ct}dt=2/c^3$,
\begin{equation}
J\simeq\frac{2a^2e^{-b}}{\sqrt\pi\,c^3kT}\sqrt{b+3/c}
\simeq0.80\ \mathrm{eV}^{-1},
\end{equation}
which agrees with the full integral to two digits. At equal gap, masses and matrix element, raising the splitting from 0.35 to 0.90 eV therefore reduces this channel by a factor of 21. The bare factor $e^{-D/kT}$ would greatly overstate the reduction, because the control also has a barrier and the remaining integrals differ.

The path between these two values is not monotonic. At $\Delta=E_g$, $J=2.8$ eV$^{-1}$, some 3.6 times the control value. At $\Delta=0.80$ eV, already 0.10 eV beyond the gap, $J$ is still 0.75 of the control.

The largest $J$, 2.9 eV$^{-1}$, occurs at $\Delta=0.68$ eV, slightly below the gap. The masses explain this. Differentiating Eq.~\eqref{eq:above} at $d=0$ gives a slope with the sign of $3-15a/(4c)$. Since $a/c=1-m_s/M$, the slope is negative when $M>5m_s$. That condition holds here, so $J$ is already falling at the crossing.

As a check on the formulas, thermal carrier triples were sampled directly at five values of $D$ from $-0.35$ to 0.20 eV, and those satisfying the energy condition within a narrow window were counted. The largest deviation from the formulas was 1.2 percent of $J$.

\section{A second reason: the states become orthogonal}

The matrix element was held constant to isolate the conservation laws, but it is not constant. In the Kane model, a heavy-hole state has total angular momentum $3/2$ and no conduction-band component. The split-off state at $\mathbf k_s=0$ has angular momentum $1/2$, so the two are orthogonal. The Coulomb matrix element contains their overlap and, in this spherical model, vanishes at the threshold for $D>0$. Valence-band warping in a real crystal mixes the two states, so there the overlap is small but not zero.

At small $k_s$, first-order mixing adds conduction character to the split-off state, which the heavy hole cannot match. Second-order mixing, through the conduction state, adds angular momentum $3/2$. The overlap therefore grows as $k_s^2$ and its square as $k_s^4$; diagonalizing the Kane Hamiltonian gives a power of 4.000.

This penalizes the large-splitting case. By Eq.~\eqref{eq:above}, $k_s^2/(2m_skT)=cy$ follows a mixture of gamma distributions with means $3/2$, $5/2$ and $7/2$. The mean final kinetic energy thus lies between 1.5 and 3.5 $kT$. In the control, the final hole has at least $0.35+0.058=0.41$ eV, where about a quarter of the split-off state has angular momentum $3/2$ in the bare Kane model, against 0.1 to 0.2 percent at the thermal $k_s$ of the large-splitting case (about 30 and 0.4 percent when remote-band terms restore the chosen masses). The overlap also vanishes exactly at the control threshold, because all wave vectors are collinear there and the heavy hole has projection $\pm3/2$ on that axis while the split-off state has $\pm1/2$; thermal events are not collinear, and for them the large admixture acts.

With Kane overlaps and an unscreened Coulomb factor, keeping the direct term alone, the rate at $\Delta=0.90$ eV falls to about 0.003 of the control, compared with 0.047 for a constant matrix element. This extra suppression is not a consequence of the conservation laws, and its size depends on the band model. The bare Kane Hamiltonian has a split-off mass of 0.26 to 0.36, or 0.34 to 0.55 once the free-electron term assumed in fitting $m_c$ is added, not 0.15. Adding remote-band terms that restore the chosen masses raises the ratio to about 0.005, and adding a warping $\gamma_3-\gamma_2=0.8$ raises it to about 0.007.

\section{Setting the model beside a real alloy}

The chosen gap and splitting are rough values for a GaAsBi layer with about 14 percent bismuth, compressively strained on GaAs; the masses are round numbers. A band-anticrossing estimate with typical parameters puts the unstrained alloy with the same gap near $\Delta=0.79$ eV, where $J$ is still more than 0.8 of the control. The strain also splits the heavy- and light-hole bands by about 0.1 eV and makes the hole masses depend on direction, which the isotropic model leaves out. The control is not the same alloy with less bismuth, whose gap would be larger. It is closer to an InGaAs alloy of similar gap, although its masses are held equal here. A working laser also breaks the assumption of Boltzmann statistics. At a density of $2\times10^{18}$ cm$^{-3}$ for both carriers, a rough laser-like value, the electron Fermi level lies 0.090 eV inside a parabolic conduction band (0.076 eV for the nonparabolic band $E(1+E/E_g)=k^2/(2m_c)$). Electrons up to about that energy are plentiful and can pay part of the 0.20 eV barrier. With a constant matrix element, Fermi--Dirac occupation raises the example-to-control ratio from 0.047 to 0.19, leaving a fivefold reduction. With Kane overlaps included as well, the ratio is about 0.01, or 0.02 to 0.03 with the remote-band and warping terms. The unscreened Coulomb factor gives a few sampled events very large weights. The estimated standard errors reach 14 percent per rate and may be too small, so this last figure is only an order of magnitude.

Other corrections can be sized separately, starting each time from the Boltzmann model with a constant matrix element. At 360 K the ratio doubles to 0.093, because the larger barrier is more sensitive to temperature. A Gaussian alloy spread of 0.030 eV in $D$, applied to both cases, gives 0.067. If momentum conservation is dropped in both cases, the ratio is 0.020: strong suppression survives without that law.

The control is also affected by the shape of the split-off band. Replace its final-state relation by $E(1+\alpha E)=k_s^2/(2m_s)$, where $E=|D|+T$ and $\alpha=1/(E_g+\Delta)$. The control threshold then rises from 0.058 to 0.088 eV. Its activation factor falls to $e^{-0.030/0.02585}\simeq0.31$ of its former value, but the prefactor grows, and the full integral, with this relation used in both cases, gives an elevenfold contrast. This relation keeps only the coupling to the conduction band. The Kane secular equation also contains the repulsion from the light-hole band and gives $E(1+\alpha E)(\Delta+E)/(\Delta+3E)=k_s^2/(2m_s)$. For the control the extra factor wins: the threshold falls to 0.037 eV and the contrast rises to about 36. Eight-band models matched to the same masses give a contrast near 30, so the realistic correction goes in this second direction. The threshold at $\Delta=0.90$ eV is unchanged, since the final hole there sits at the band top.

\section{What remains open}

Suppressing this channel does not suppress all Auger recombination. In another process two electrons and one heavy hole interact, and the surviving electron is excited within the conduction band. Its final kinetic energy is $E_g+T$, where $T$ now belongs to these three carriers, of total mass $M'=2m_c+m_h$. Separating the centre of mass as before gives $T\ge k_f^2/(2M')$, with $\mathbf k_f$ the final wave vector. At the minimum, $(M'/m_c)T=E_g+T$, and hence
\begin{equation}
T_{\min}=\frac{m_c}{M'-m_c}E_g
=\frac{0.06}{0.56}\times0.70\ \mathrm{eV}=0.075\ \mathrm{eV}.
\end{equation}
This threshold does not contain $\Delta$. It is sensitive to band shape: using $E(1+E/E_g)=k_f^2/(2m_c)$ for the final electron raises it to 0.20 eV, and the Kane band with its free-electron term gives about 0.15 eV. For these three band shapes, increasing the splitting leaves this route essentially unchanged. That independence is not general: in a spherical eight-band model whose remote valence terms are adjusted to hold all three masses fixed, the threshold rises from about 0.25 eV at $\Delta=0.35$ eV to about 0.39 eV at $\Delta=0.90$ eV, at wave vectors of 0.2 to 0.25 \AA$^{-1}$ where such a model is only indicative; with the warping used above, the values along [111] are about 0.17 and 0.23 eV. A heavy hole can also be excited into the light-hole band, and a larger splitting makes this easier, because that band then stays light to greater depth. In eight-band models matched to the masses above, its threshold falls from roughly 0.4 eV at $\Delta=0.35$ eV to 0.13--0.17 eV at $\Delta=0.90$ eV, below the 0.20 eV split-off barrier; these wave vectors are large, so the values are only indicative. Recombination through defects lies outside the argument too, as do phonon-assisted events.

The design condition is therefore narrower than $\Delta>E_g$. For nondegenerate carriers, $\Delta-E_g$ must be several times $kT$: a tenfold reduction against the control needs about $7\,kT$ with a constant matrix element and about $4\,kT$ with bare Kane overlaps, or nearly $5\,kT$ when remote-band terms restore the chosen masses. For degenerate electrons, what counts is the margin of $\Delta-E_g$ over the energy by which their Fermi level enters the band; with a constant matrix element and that energy between 0.09 and 0.20 eV, the same reduction needs a margin of 4 to 5 $kT$. Even then, the gain in a device depends on how much of its loss came through the split-off channel, and on how much the conduction-band and light-hole channels carry afterwards. The numerical output gives the full scan of the splitting.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Gap: 0.70 eV; splitting: 0.90 eV
Control splitting, same gap: 0.35 eV
Masses mc, mh, ms: 0.06, 0.50, 0.15 m0
Temperature: 300 K; kT: 0.02585 eV
D = splitting - gap: 0.20 eV; D/kT: 7.74
Total initial mass M: 1.06 m0; a = M/ms-1: 6.067
Allowed event, energy of each hole: 0.100 eV
Allowed event, hole wave vector: 0.1146 1/angstrom
Threshold, example: 0.2000 eV
Threshold, control: 0.0577 eV
Boltzmann factor exp(-D/kT): 4.367e-04
J, example: 0.0371 1/eV
J, splitting = gap: 2.8455 1/eV
J, control: 0.7956 1/eV
J example / J at splitting = gap: 0.0130
J example / J control: 0.0466; inverse: 21.4
Splitting at largest J: 0.680 eV
Largest J: 2.9092 1/eV
Worst sampled deviation of J: 1.24 percent
Rates relative to control (constant matrix element: J, FD)
FD = Fermi-Dirac; Kane = overlaps and Coulomb factor
splitting/eV    J       FD      Kane    FD+Kane
    0.35     1.0000   1.0000   1.0000   1.0000
    0.50     2.0788   1.9212   2.8996   2.8193
    0.60     3.0974   2.7880   3.6008   3.4962
    0.70     3.5764   3.7769   1.9922   3.0474
    0.75     2.1485   2.8662   0.5204   1.1722
    0.80     0.7487   1.6363   0.0989   0.3156
    0.90     0.0466   0.1928   0.0025   0.0108
    1.00     0.0020   0.0104   0.0001   0.0003
Largest standard error per sampled rate: 13.6 percent
Electron and hole density: 2.0e+18 cm^-3
Electron Fermi level above band edge: 0.090 eV
Hole Fermi level, into band positive: -0.036 eV
Squared overlap, power of ks: 4.000
Hot device: 360 K; example/control J: 0.0930
Alloy spread of D: 0.030 eV; example/control J: 0.0673
No momentum rule, example/control rate: 0.0204
Control threshold, nonparabolic: 0.0878 eV
Electron-exciting threshold, parabolic: 0.0750 eV
Electron-exciting threshold, nonparabolic: 0.1986 eV
\end{verbatim}
